# Slopes of generalized eigenvalues and the ultrasoft overlap term

## The decision

An ultrasoft pseudopotential code solves $H\psi=\varepsilon S\psi$, where the overlap operator $S$ depends on the atomic positions. Whoever writes the force routine must decide what to differentiate when an atom moves: $H$ alone, or $S$ as well, and in the second case with what weight. In the model worked out below, differentiating $H$ alone gives a slope of 2.73 eV/Å where the eigenvalue really changes at 1.72 eV/Å.

The rule to be established is

$$\frac{d\varepsilon}{d\lambda}=\Big\langle\psi,\Big(\frac{dH}{d\lambda}-\varepsilon\frac{dS}{d\lambda}\Big)\psi\Big\rangle ,\qquad \langle\psi,S\psi\rangle=1. \tag{1}$$

Here $\lambda$ is a real parameter, such as an atomic coordinate. A dot will mean $d/d\lambda$. The inner product is conjugate-linear in its first entry.

## One basis function

With a single basis function, $H$ and $S$ are real numbers $h(\lambda)$ and $s(\lambda)>0$. The equation $h\psi=\varepsilon s\psi$ gives $\varepsilon=h/s$, and the quotient rule gives

$$\dot\varepsilon=\frac{\dot h}{s}-\frac{h\dot s}{s^2}=\frac{\dot h-\varepsilon\dot s}{s}.$$

The normalization $s|\psi|^2=1$ means $|\psi|^2=1/s$, so the right side is $|\psi|^2(\dot h-\varepsilon\dot s)$. This is (1). The overlap term comes from the denominator of the quotient, and its weight is the eigenvalue itself.

Limit: if $s$ is constant, the second term vanishes and only $\dot h$ matters.

## Many basis functions: the short derivation

Now let $H(\lambda)$ and $S(\lambda)$ be Hermitian $n\times n$ matrices, differentiable at the point of interest, with $S$ positive definite. Two facts are needed.

First, $\varepsilon$ is real, because $\langle\psi,H\psi\rangle=\varepsilon\langle\psi,S\psi\rangle$, where both inner products are real and the second is positive.

Second, for any vector $\varphi$,

$$\langle\psi,H\varphi\rangle=\langle H\psi,\varphi\rangle=\langle\varepsilon S\psi,\varphi\rangle=\varepsilon\langle\psi,S\varphi\rangle. \tag{2}$$

The steps use, in order, $H$ Hermitian, the eigenvalue equation, and $\varepsilon$ real with $S$ Hermitian.

Assume for the moment that $\psi$ can be differentiated. Since $\langle\psi,S\psi\rangle=1$, we have $\varepsilon=\langle\psi,H\psi\rangle$, and the product rule gives

$$\dot\varepsilon=\langle\psi,\dot H\psi\rangle+\langle\dot\psi,H\psi\rangle+\langle\psi,H\dot\psi\rangle .$$

Use $H\psi=\varepsilon S\psi$ in the second term and (2) with $\varphi=\dot\psi$ in the third:

$$\dot\varepsilon=\langle\psi,\dot H\psi\rangle+\varepsilon\big(\langle\dot\psi,S\psi\rangle+\langle\psi,S\dot\psi\rangle\big). \tag{3}$$

The bracket follows from differentiating the normalization:

$$\langle\dot\psi,S\psi\rangle+\langle\psi,\dot S\psi\rangle+\langle\psi,S\dot\psi\rangle=0 .$$

So the bracket equals $-\langle\psi,\dot S\psi\rangle$, and (3) becomes (1).

This shows what the extra term means. When the metric $S$ changes and $\langle\psi,\dot S\psi\rangle\neq0$, a frozen $\psi$ would no longer have unit norm. The state must be rescaled, and the rescaling changes $\langle\psi,H\psi\rangle$ by $-\varepsilon\langle\psi,\dot S\psi\rangle$ per unit of $\lambda$.

Limit: for $S=1$ the bracket in (3) is zero and (1) is the ordinary Hellmann-Feynman theorem.

If a vector $u=a\psi$ has another norm, both $\langle u,(\dot H-\varepsilon\dot S)u\rangle$ and $\langle u,Su\rangle$ carry the factor $|a|^2$. Hence

$$\dot\varepsilon=\frac{\langle u,(\dot H-\varepsilon\dot S)u\rangle}{\langle u,Su\rangle}. \tag{4}$$

## Removing the assumption about the eigenvector

The short derivation took the existence of $\dot\psi$ on trust. A finite step avoids this. Let unprimed quantities belong to $\lambda$ and primed ones to $\lambda'$, and write $\Delta H=H'-H$, $\Delta S=S'-S$, $\Delta\lambda=\lambda'-\lambda$. Two matrix elements vanish:

$$\langle\psi,(H'-\varepsilon'S')\psi'\rangle=0,\qquad \langle\psi,(H-\varepsilon S)\psi'\rangle=0 .$$

The first is the eigenvalue equation at $\lambda'$, the second is (2) with $\varphi=\psi'$. The difference of the two operators is

$$\Delta H-\varepsilon'S'+\varepsilon S=\Delta H-\varepsilon\,\Delta S-(\varepsilon'-\varepsilon)S',$$

as multiplying out the right side confirms. Therefore

$$(\varepsilon'-\varepsilon)\langle\psi,S'\psi'\rangle=\langle\psi,(\Delta H-\varepsilon\,\Delta S)\psi'\rangle . \tag{5}$$

This holds for a step of any size. To divide by $\Delta\lambda$ and let it go to zero, we need only $\psi'\to\psi$, which is continuity and not differentiability.

**Eigenvalues are continuous.** The matrix $S^{-1/2}HS^{-1/2}$ is Hermitian and has the same eigenvalues as the pencil, with eigenvectors $S^{1/2}\psi_j$. So there is a basis of eigenvectors with $\langle\psi_i,S\psi_j\rangle=\delta_{ij}$. Number them so that $\varepsilon_1\le\varepsilon_2\le\dots$, and define

$$R(c)=\frac{\langle c,Hc\rangle}{\langle c,Sc\rangle}=\frac{\sum_j\varepsilon_j|a_j|^2}{\sum_j|a_j|^2},\qquad c=\sum_j a_j\psi_j .$$

On the span of $\psi_1,\dots,\psi_k$ the largest value of $R$ is $\varepsilon_k$. Any other $k$-dimensional subspace shares a nonzero vector with the span of $\psi_k,\dots,\psi_n$, because the dimensions add up to $n+1$, and on that vector $R\ge\varepsilon_k$. So $\varepsilon_k$ is the minimum, over all $k$-dimensional subspaces, of the maximum of $R$. If $R$ changes by at most $\delta$ for every $c$, then $\varepsilon_k$ changes by at most $\delta$. Direct subtraction gives

$$R'(c)-R(c)=\frac{\langle c,\Delta H\,c\rangle-R(c)\langle c,\Delta S\,c\rangle}{\langle c,S'c\rangle}.$$

For vectors of unit length the numerator tends to zero uniformly, since $R$ is bounded, and the denominator stays above a positive number, since $S$ is positive definite. So $\delta\to0$ and each ordered eigenvalue is continuous.

**The eigenvector is continuous if $\varepsilon$ is simple.** Simple means that the eigenvectors for $\varepsilon$ are all multiples of one vector. Let $\varepsilon'$ be the eigenvalue with the same place in the order. The vectors $\psi'$ have bounded length, because $\langle\psi',S'\psi'\rangle=1$ and $S'$ stays above a positive number. Any sequence of steps going to zero therefore has a subsequence on which $\psi'$ converges. The limit $\varphi$ satisfies $H\varphi=\varepsilon S\varphi$ and $\langle\varphi,S\varphi\rangle=1$, so it is $\psi$ times a phase. Hence $|\langle\psi,S'\psi'\rangle|\to1$. Choose the free phase of $\psi'$ so that $\langle\psi,S'\psi'\rangle>0$. Then the phase of every limit is 1, and $\psi'\to\psi$.

Now divide (5) by $\Delta\lambda$. The right side tends to $\langle\psi,(\dot H-\varepsilon\dot S)\psi\rangle$ and the overlap on the left tends to 1. So $(\varepsilon'-\varepsilon)/\Delta\lambda$ has a limit, and the limit is (1). This proves both that $\dot\varepsilon$ exists and what it is, for a simple eigenvalue.

## The ultrasoft case on a ring

Take one electron on a ring of length $L$ with two atoms, A and B. In atomic units,

$$H=-\tfrac12\frac{d^2}{dx^2}+\sum_{a}\big(v_a+D_a|\beta_a\rangle\langle\beta_a|\big),\qquad S=1+\sum_a q_a|\beta_a\rangle\langle\beta_a| .$$

The well $v_a$ and projector $\beta_a$ are functions of $x-X_a$, repeated around the ring:

$$v_a\propto-V_a e^{-(x-X_a)^2/2w^2},\qquad \beta_a\propto e^{-(x-X_a)^2/2s^2},$$

where the well has depth $V_a$ and $\beta_a$ is scaled to $\int\beta_a^2\,dx=1$. The numbers $D_a$ and $q_a$ are fixed. With $q_a\ge0$, $S$ is positive definite, because $\langle c,Sc\rangle\ge\langle c,c\rangle$.

In the basis $e^{iGx}/\sqrt L$, with $G=2\pi n/L$, substitute $x=X_a+y$ in the integrals:

$$\langle G|\beta_a\rangle=\frac{1}{\sqrt L}\int\beta_a\,e^{-iGx}dx=e^{-iGX_a}b_G,$$

$$\langle G|v_a|G'\rangle=\frac1L\int v_a\,e^{-i(G-G')x}dx=e^{-i(G-G')X_a}\,v_{G-G'},$$

where $b_G$ and $v_{G-G'}$ do not depend on $X_a$. The element of $|\beta_a\rangle\langle\beta_a|$ is $e^{-i(G-G')X_a}b_Gb_{G'}^*$. Every contribution $M$ of atom $a$, to $H$ or to $S$, thus has the same phase factor, and

$$\frac{\partial M_{GG'}}{\partial X_a}=-i(G-G')M_{GG'} . \tag{6}$$

The kinetic energy does not depend on $X_a$. The basis stays fixed, so (6) is the whole derivative.

The parameters are $L=8$ Å, $w=0.5$ Å and $s=0.35$ Å. Atom A sits at 2.0 Å with $V=20$ eV, $D=-4$ eV, $q=0.3$; atom B sits at 3.7 Å with $V=16$ eV, $D=-3$ eV, $q=0.8$. With 49 plane waves the lowest eigenvalues are $-11.6807$, $-5.9177$ and $0.3559$ eV, so the two lower levels are simple. The parameter $\lambda$ is now the position $X$ of atom B.

For the lowest state, $\langle\dot H\rangle=2.7324$ eV/Å and $\langle\dot S\rangle=-0.08681$ Å$^{-1}$. Then

$$-\varepsilon\langle\dot S\rangle=-(-11.6807)(-0.08681)=-1.0140\ \text{eV/Å},$$

$$\frac{d\varepsilon}{dX}=2.7324-1.0140=1.7184\ \text{eV/Å}.$$

For the second state the overlap term has the other sign: $-1.4785+0.5492=-0.9293$ eV/Å. Finite differences of the computed eigenvalues give the same two slopes to all the digits shown.

The force on B from one electron in the lowest state of this fixed model potential is $-d\varepsilon/dX=-1.7184$ eV/Å, or $-0.03342$ hartree/bohr. It points towards A. Fixed $D_a$ is a simplification of the model: in a full ultrasoft calculation $D$ contains the integral of the potential over a charge that moves with the atom (see the zero of energy below), so $D$ depends on $X$, and in a self-consistent calculation $H$ also depends on $X$ through the density. The slope of an eigenvalue then needs the total derivative $\dot H$, including those parts, and the force is minus the derivative of the total energy, which is not the sum of the eigenvalues.

**The origin of the overlap term.** For real $q$,

$$\langle\psi,\dot S\psi\rangle=q\,\frac{d}{dX}|\langle\beta|\psi\rangle|^2\Big|_{\psi\ \text{fixed}} .$$

The negative value for the lowest state says that moving B outwards reduces the weight of the frozen state in B's projector. Its norm falls, so the state must be scaled up, and with $\varepsilon<0$ this lowers $\langle\psi,H\psi\rangle$. The program isolates the effect: it holds $H$ fixed, lets $\psi$ follow the moving atom, and finds that $\langle\psi,H\psi\rangle$ changes by $-1.0140$ eV/Å, equal to $-\varepsilon\langle\dot S\rangle$.

**The wrong norm.** If the lowest eigenvector is scaled to $\langle u,u\rangle=1$, then $\langle u,Su\rangle=1.2623$. Inserted in (1) as it stands, $u$ gives $2.1691$ eV/Å. Formula (4) repairs this: $2.1691/1.2623=1.7184$ eV/Å.

**A poor basis.** With 9 plane waves the eigenvalue is $-11.5916$ eV and the slope is 1.8412 eV/Å, both from (1) and from finite differences. That slope is 7% above the 49-wave value. Formula (1) gives the derivative of the eigenvalue in the basis used; it does not correct the basis. The agreement was to be expected, since the proof concerns matrices of any size. If the basis functions themselves moved, $\dot H$ and $\dot S$ would have to be the derivatives of the full matrices, moving functions included.

**Shrinking steps.** Solving (5) for the difference quotient of the lowest eigenvalue gives:

| Step (Å) | $\lvert\langle\psi,S'\psi'\rangle\rvert$ | Quotient (eV/Å) |
|---|---|---|
| 0.3 | 0.98958 | 1.2413 |
| 0.1 | 0.99598 | 1.5460 |
| 0.01 | 0.99957 | 1.7007 |
| 0.001 | 0.99996 | 1.7166 |

The quotients approach 1.7184 eV/Å. For these outward steps the overlap falls short of 1 by an amount proportional to the step when the step is small (a small inward step makes it exceed 1), whereas for $S=1$ one would expect a quadratic shortfall. The reason is the changing metric. With the phase chosen above, expand

$$\langle\psi'-\psi,S'(\psi'-\psi)\rangle=1-2\langle\psi,S'\psi'\rangle+\langle\psi,S'\psi\rangle$$

and insert $\langle\psi,S'\psi\rangle=1+\langle\psi,\Delta S\,\psi\rangle$. Solving for the overlap gives

$$\langle\psi,S'\psi'\rangle=1+\tfrac12\langle\psi,\Delta S\,\psi\rangle-\tfrac12\langle\psi'-\psi,S'(\psi'-\psi)\rangle .$$

The last term is quadratic in the step if $\psi$ is differentiable; the middle one is linear. For a step of 0.01 Å the middle term is $\tfrac12(-0.0868)(0.01)=-0.00043$, which matches the table.

## Two limits that a force must respect

**The zero of energy.** A constant $c$ added to the potential must not change any force. In the ultrasoft scheme the constant acts on the plane-wave part of the density and also on the augmentation charge $Q(x)$ attached to each projector. The coefficient $D$ contains $\int V(x)Q(x)\,dx$, and $q=\int Q(x)\,dx$, so $D$ becomes $D+cq$. Altogether

$$H\to H+c+c\sum_a q_a|\beta_a\rangle\langle\beta_a|=H+cS .$$

The eigenvectors stay the same and $\varepsilon$ becomes $\varepsilon+c$. In (1),

$$\dot H+c\dot S-(\varepsilon+c)\dot S=\dot H-\varepsilon\dot S,$$

so the slope is unchanged. The expectation value of $\dot H$ alone shifts by $c\langle\dot S\rangle$. For $c=10$ eV it goes from 2.7324 to $2.7324-0.8681=1.8643$ eV/Å, while the full slope stays at 1.7184 eV/Å. A force without the overlap term would depend on an arbitrary constant. With the choice $c=-\varepsilon$ the overlap term vanishes, but that choice suits one eigenvalue at a time.

**Moving everything together.** If both atoms move by $d$, each element of their contributions to $H$ and $S$ is multiplied by $e^{-i(G-G')d}$. This is the transformation $H\to UHU^\dagger$, $S\to USU^\dagger$ with the diagonal unitary matrix $U_{GG}=e^{-iGd}$; the kinetic energy is diagonal and is not affected by it. The eigenvalues do not change, so

$$\frac{\partial\varepsilon}{\partial X_A}+\frac{\partial\varepsilon}{\partial X_B}=0 .$$

The computed slopes are $-1.7184$ and $+1.7184$ eV/Å. Applying (1) to the joint motion, with zero on the left, shows what happens without the overlap term:

$$\langle\psi,(\partial_AH+\partial_BH)\psi\rangle=\varepsilon\langle\psi,(\partial_AS+\partial_BS)\psi\rangle ,$$

where $\partial_A$ and $\partial_B$ are derivatives with respect to $X_A$ and $X_B$. In the example this is 0.5389 eV/Å. The truncated forces would push the pair along the ring with nothing outside to push it.

## Where the formula fails: degenerate levels

The proof used a simple eigenvalue to conclude that $\psi'\to\psi$. If $m$ eigenvectors share $\varepsilon$, the limits of the vectors $\psi'$, taken along convergent subsequences, are particular combinations of them (eigenvectors of the matrix $W$ below), and an arbitrary member of the level need not be one of these.

Let $\psi_1,\dots,\psi_m$ be an $S$-orthonormal basis of the level, and let $\varepsilon'_k$, $\psi'_k$ be the $m$ ordered eigenvalues that tend to $\varepsilon$ and their $S'$-orthonormal eigenvectors. The derivation of (5) holds for each pair:

$$(\varepsilon'_k-\varepsilon)\langle\psi_i,S'\psi'_k\rangle=\langle\psi_i,(\Delta H-\varepsilon\,\Delta S)\psi'_k\rangle .$$

Take steps $\Delta\lambda>0$ going to zero. As before, on a subsequence all $\psi'_k$ converge, to $\sum_j\psi_jU_{jk}$. The limits are $S$-orthonormal, so $U$ is unitary. After division by $\Delta\lambda$ the right side converges to $\sum_jW_{ij}U_{jk}$ with

$$W_{ij}=\langle\psi_i,(\dot H-\varepsilon\dot S)\psi_j\rangle . \tag{7}$$

On the left, the overlap tends to $U_{ik}$, which is nonzero for at least one $i$. So the quotient $(\varepsilon'_k-\varepsilon)/\Delta\lambda$ converges to some $\mu_k$, and

$$\sum_jW_{ij}U_{jk}=\mu_kU_{ik}.$$

The slopes $\mu_k$ are the eigenvalues of $W$. They come out in ascending order because the $\varepsilon'_k$ do, so every subsequence gives the same result. For $\Delta\lambda<0$ the same argument holds, but division by a negative step reverses the order, so the quotients tend to the same $\mu_k$ in descending order. Joining the branch with slope $\mu_k$ on one side to the branch with the same slope on the other gives branches that each have a derivative, $\mu_k$, at the crossing.

Limit: for $m=1$, $W$ is a single number and (7) is (1).

The empty ring offers a test. The plane waves $n=\pm1$ share the energy 2.3502 eV. Let $\lambda$ be a dimensionless strength that multiplies B's contributions to $H$ and $S$, with A absent, and start from $\lambda=0$, where $S=1$. The two diagonal elements of $W$ are equal, because $|b_G|$ is the same for $G$ and $-G$; their value is $-3.2084$ eV. The off-diagonal element has modulus 2.5432 eV. A Hermitian $2\times2$ matrix with equal diagonal elements $w$ and off-diagonal element $z$ has eigenvalues $w\pm|z|$, so the slopes are

$$-3.2084-2.5432=-5.7516\ \text{eV},\qquad -3.2084+2.5432=-0.6652\ \text{eV}.$$

Finite differences along the two branches confirm them; the printed value of the second is $-0.665252$ eV, so the last digit above carries the rounding of the inputs. A single plane wave inserted in (1) gives $-3.2084$ eV, which is the slope of neither branch but their mean.

The sum of the slopes is the trace of $W$, which does not depend on the basis chosen within the level. If all members of a degenerate level are equally occupied, (1) may therefore be summed over any $S$-orthonormal set. If they are not, $W$ must be diagonalized first. The numerical check covers both the simple and the degenerate case.

## Table of computed values

```
hbar^2/(2m) = 3.80998 eV angstrom^2
ring length = 8.0 angstrom, plane waves = 49
well width w = 0.5, projector width s = 0.35 angstrom
atom A: X = 2.0 angstrom, depth = 20.0 eV, D = -4.0 eV, q = 0.3
atom B: X = 3.7 angstrom, depth = 16.0 eV, D = -3.0 eV, q = 0.8
smallest eigenvalue of S = 1.000000
lowest three eigenvalues = [-11.68074  -5.91774   0.35594] eV
state 0: <dH/dX> = 2.732422 eV/angstrom
state 0: <dS/dX> = -0.086811 1/angstrom
state 0: -eps <dS/dX> = -1.014012 eV/angstrom
state 0: slope, theorem = 1.718411 eV/angstrom
state 0: slope, differences = 1.718411 eV/angstrom
state 1: <dH/dX> = -1.478528 eV/angstrom
state 1: <dS/dX> = 0.092814 1/angstrom
state 1: -eps <dS/dX> = 0.549246 eV/angstrom
state 1: slope, theorem = -0.929281 eV/angstrom
state 1: slope, differences = -0.929281 eV/angstrom
force on B, state 0 = -1.718411 eV/angstrom = -0.033418 hartree/bohr
change of <psi,H psi> at fixed H = -1.014012 eV/angstrom
9 plane waves: eps = -11.59161 eV
9 plane waves: slope, theorem = 1.841212, differences = 1.841212 eV/angstrom
step 0.3 angstrom: |<psi,S' psi'>| = 0.989582, quotient = 1.241305 eV/angstrom
step 0.1 angstrom: |<psi,S' psi'>| = 0.995979, quotient = 1.546041 eV/angstrom
step 0.01 angstrom: |<psi,S' psi'>| = 0.999569, quotient = 1.700714 eV/angstrom
step 0.001 angstrom: |<psi,S' psi'>| = 0.999957, quotient = 1.716637 eV/angstrom
unit vector u: <u,S u> = 1.262256
unit vector u: undivided slope = 2.169074 eV/angstrom
energy zero shifted by 10.0 eV: full slope = 1.718411, <dH/dX> alone = 1.864317 eV/angstrom
slope for moving A = -1.718411 eV/angstrom
sum of <dH/dX> alone over A and B = 0.538905 eV/angstrom
degenerate level n = +-1: eps = 2.35019 eV
W: diagonal = -3.208405 eV, |off-diagonal| = 2.543154 eV
branch slopes from W = -5.751559, -0.665252 eV
branch slopes, differences = -5.751559, -0.665252 eV
```
